# Cancellation of Mean-Field Insertions and the Extra Diagrams Through Third Order

## 1. What dimensions and symmetry fix

A term of order $n$ in the perturbed energy contains $n$ interaction matrix elements and $n-1$ energy denominators. Suppose that one electron line enters a pair-interaction vertex, one leaves it, and the remaining two ends are joined to each other. This part of the diagram acts as a one-body vertex. To stand beside a one-body potential $-u_{pq}$ in the same order, it must have the dimension of energy and bring no denominator of its own.

The closed line runs over the occupied orbitals $k$ of the reference determinant. A unitary mixing of these orbitals changes the determinant by a phase at most, so the vertex can depend on them only through the projector $\sum_k|k\rangle\langle k|$. With one pair interaction and one projector there are two possible contractions:

$$w_{pq}=\alpha\sum_k\langle pk|qk\rangle+\beta\sum_k\langle pk|kq\rangle-u_{pq}.$$

For fermions only the antisymmetric combination $\langle pq\|rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle$ matters, hence $\beta=-\alpha$. The algebra below gives $\alpha=1$. The first term is the bubble, the second the exchange insertion. Their sum is the Hartree-Fock potential of the determinant. Choosing $u$ equal to it cancels the vertex, but Section 4 shows that this choice is allowed only when the determinant is itself a Hartree-Fock solution.

## 2. Hamiltonian and partition

In an orthonormal spin-orbital basis

$$H=\sum_{pq}h_{pq}p^\dagger q+V,\qquad V=\tfrac14\sum_{pqrs}\langle pq\|rs\rangle p^\dagger q^\dagger s r .$$

Here $h$ contains $-\hbar^2\nabla^2/2m$ and the nuclear attraction; in Gaussian units the pair integrals are $\langle pq|rs\rangle=\int\!\!\int\phi_p^*(1)\phi_q^*(2)\,(e^2/r_{12})\,\phi_r(1)\phi_s(2)\,d1\,d2$. The letters $i,j,k,l$ denote orbitals occupied in the reference $\Phi$, $a,b,c,d$ empty ones, and $p,q,r,s$ any. A hole is a missing electron in an occupied orbital; a particle is an electron in an empty one.

Choose a Hermitian one-body potential $U=\sum u_{pq}p^\dagger q$ and write

$$H=H_0+W,\quad H_0=\sum_p\varepsilon_p p^\dagger p,\quad W=V-U,\quad h_{pq}+u_{pq}=\varepsilon_p\delta_{pq}.$$

I assume that $\Phi$ is a nondegenerate eigenstate of $H_0$ and that every occupied level lies below every empty one.

Let $E(\lambda)$ be the energy of $H_0+\lambda W$, with $E_0$ that of $\Phi$, and let the corrections $\Psi_n$ be orthogonal to $\Phi$. Projecting the Schrödinger equation on $\Phi$ gives $E_{n+1}=\langle\Phi|W|\Psi_n\rangle$. The rest of the equation gives

$$\Psi_1=RW\Phi,\quad \Psi_2=R(W-E_1)\Psi_1,\quad R=\sum_{n\ne0}\frac{|n\rangle\langle n|}{E_0-E_n^{(0)}} .$$

Therefore

$$E_2=\langle\Phi|WRW|\Phi\rangle,\qquad E_3=\langle\Psi_1|W-E_1|\Psi_1\rangle. \tag{1}$$

## 3. The effective one-body vertex

Braces denote normal order relative to $\Phi$: operators that annihilate $\Phi$ (namely $a$ and $i^\dagger$) stand to the right, with a minus sign for each interchange. The only nonzero contraction needed here is $\langle\Phi|p^\dagger q|\Phi\rangle=n_p\delta_{pq}$, where $n_p$ is 1 for occupied orbitals and 0 otherwise. In $p^\dagger q^\dagger sr$ the single contractions are

- $p^\dagger$ with $r$: two interchanges, $+n_p\delta_{pr}\{q^\dagger s\}$;
- $q^\dagger$ with $s$: none, $+n_q\delta_{qs}\{p^\dagger r\}$;
- $p^\dagger$ with $s$: one, $-n_p\delta_{ps}\{q^\dagger r\}$;
- $q^\dagger$ with $r$: one, $-n_q\delta_{qr}\{p^\dagger s\}$.

Since $\langle pq\|rs\rangle$ changes sign when either pair is interchanged, all four give the same sum, and their number removes the factor $\frac14$. The two double contractions, $\delta_{pr}\delta_{qs}-\delta_{ps}\delta_{qr}$, are also equal to each other, which leaves $\frac24=\frac12$. Thus

$$V=\tfrac12\sum_{ij}\langle ij\|ij\rangle+\sum_{pq}g_{pq}\{p^\dagger q\}+\{V\},\qquad g_{pq}=\sum_k\langle pk\|qk\rangle, \tag{2}$$

with $\{V\}=\frac14\sum\langle pq\|rs\rangle\{p^\dagger q^\dagger sr\}$. Likewise $U=\sum_iu_{ii}+\sum u_{pq}\{p^\dagger q\}$. The constants in $W$ are its reference expectation value,

$$E_1=\tfrac12\sum_{ij}\langle ij\|ij\rangle-\sum_iu_{ii},$$

and what remains is

$$W-E_1=\{w\}+\{V\},\qquad w_{pq}=g_{pq}-u_{pq}. \tag{3}$$

This proves $\alpha=1$. With the Fock matrix $f=h+g$ and $u_{pq}=\varepsilon_p\delta_{pq}-h_{pq}$,

$$w_{pq}=f_{pq}-\varepsilon_p\delta_{pq}. \tag{4}$$

The vertex measures how far $H_0$ is from the Fock operator of its own determinant.

## 4. Hartree-Fock: what cancels and what does not

If $u=g$, then $w=0$ and $W-E_1=\{V\}$. Subtracting a constant from $W$ changes $E(\lambda)$ by a term linear in $\lambda$, so it affects $E_1$ alone. Every coefficient beyond the first can therefore be computed with $\{V\}$, which has no self-lines. The insertions have cancelled in all these orders.

Two qualifications matter. First, the closed first-order diagrams do not cancel. With $u=g$,

$$E_1=\tfrac12\sum_{ij}\langle ij\|ij\rangle-\sum_{ij}\langle ij\|ij\rangle=-\tfrac12\sum_{ij}\langle ij\|ij\rangle .$$

The orbital energies count each pair interaction twice, and $E_1$ removes the second count.

Second, a Hartree-Fock determinant is not sufficient. Its stationarity gives $f_{ia}=0$, hence $w_{ia}=0$. The blocks $w_{ij}$ and $w_{ab}$ vanish only if $H_0$ is also the Fock operator. Conversely, for a determinant with $f_{ia}\neq0$ one cannot set $u=g$ here: $H_0$ would become the Fock operator, which couples $\Phi$ to single excitations, so $\Phi$ would not be its eigenstate.

**The same cancellation, line by line.** Take any diagram with a one-body vertex on some line and draw there, in turn, a bubble, an exchange insertion and $-u$. A denominator contains the energies of the lines present between two successive vertices. The self-line starts and ends at one vertex, so it is never present in such an interval, and the three diagrams have the same denominators. By the contractions above, the direct term has sign $+$ and the exchange term $-$. In the diagram rule $(-1)^{\text{holes}+\text{loops}}$, the bubble adds a hole line and a loop, while the exchange insertion adds a hole line but no loop. In plain integrals the pair interaction has a prefactor $\frac12$; either of its two ends may carry the through-going line, which restores 1. The sum is $w_{pq}$ times a common factor.

**Why the hole sum is unrestricted.** In $g_{pq}$ the index $k$ also runs over orbitals already emptied by the excitation. To see what corrects this, excite $i,j$ to $a,b$ and count the pair energies $\langle pq\|pq\rangle$. Orbital $a$ interacts with the unexcited electrons by $g_{aa}-\langle ai\|ai\rangle-\langle aj\|aj\rangle$, and similarly for $b$. The removed electron $i$ had interacted with them by $g_{ii}-\langle ij\|ij\rangle$, and $j$ by $g_{jj}-\langle ij\|ij\rangle$. The pair $ab$ is gained and the pair $ij$ lost. The change in $\langle V\rangle$ is

$$g_{aa}+g_{bb}-g_{ii}-g_{jj}+\langle ab\|ab\rangle+\langle ij\|ij\rangle-\sum_{c=a,b}\ \sum_{k=i,j}\langle ck\|ck\rangle .$$

The last three contributions belong to $\{V\}$ and correct the unrestricted sums. Restricting $k$ in the insertions would spoil this division.

## 5. First-order amplitudes and the second-order diagram

Acting on $\Phi$, $\{w\}$ creates single excitations and $\{V\}$ double ones:

$$\Psi_1=S+T,\quad S=\sum_{ia}s_i^a\,a^\dagger i\,\Phi,\quad T=\tfrac14\sum_{ijab}t_{ij}^{ab}\,a^\dagger b^\dagger ji\,\Phi,$$

$$s_i^a=\frac{w_{ai}}{\varepsilon_i-\varepsilon_a},\qquad t_{ij}^{ab}=\frac{\langle ab\|ij\rangle}{\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b}.$$

Singles and doubles are orthogonal, so (1) gives

$$E_2=\tfrac14\sum_{ijab}\frac{|\langle ab\|ij\rangle|^2}{\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b}+\sum_{ia}\frac{|w_{ai}|^2}{\varepsilon_i-\varepsilon_a}. \tag{5}$$

The factor $\frac14$ corrects for the four orderings of each double excitation. The second sum is the one extra second-order diagram. By (4), $w_{ai}=f_{ai}$. The term is negative whenever some $f_{ai}$ is nonzero, vanishes for a Hartree-Fock determinant, and describes the relaxation of the orbitals toward the mean field of $\Phi$. It diverges if a coupled occupied-empty gap closes.

## 6. How many third-order diagrams there are

I count antisymmetrized diagrams, in which direct and exchange forms of a pair vertex are one diagram. The three vertices have a fixed order in time. Vertex $v$ has $d_v$ lines in and $d_v$ out, with $d_v=1$ for $w$ and $2$ for $V$. Let $M_{uv}$ be the number of lines from $u$ to $v$. Normal order forbids self-lines, so $M_{vv}=0$. Put $M_{12}=x$ and $M_{21}=y$. The row and column sums give

$$M_{13}=d_1-x,\quad M_{23}=d_2-y,\quad M_{31}=d_1-y,\quad M_{32}=d_2-x,$$

$$x+y=d_1+d_2-d_3,\qquad 0\le x,y\le\min(d_1,d_2).$$

The possibilities are:

- three $V$: $x+y=2$ with $x,y\le2$, so 3 diagrams;
- two $V$, one $w$: call the $w$ vertex 3; then $x+y=3$ with $x,y\le2$, so 2 diagrams for each of three time positions of $w$, 6 in all;
- one $V$, two $w$: call the $V$ vertex 3; then $x=y=0$, so 1 diagram for each position of $V$, 3 in all;
- three $w$: $x+y=1$, so 2 diagrams.

None is disconnected, since with three vertices that would leave one vertex without lines. The total is $3+6+3+2=14$, of which 11 are extra. If each $w$ is drawn as either a pair vertex with a self-line or $-u$, the number becomes $3+6\cdot2+3\cdot4+2\cdot8=43$.

## 7. The values

From (1) and (3), $E_3=\langle S+T|\{w\}+\{V\}|S+T\rangle$. Repeated indices are summed in this section. Three facts suffice:

- $a^\dagger b^\dagger ji=(a^\dagger i)(b^\dagger j)$, since moving $i$ left past $j$ and $b^\dagger$ takes two interchanges;
- $\langle T|a^\dagger b^\dagger ji\,\Phi\rangle=t_{ij}^{ab*}$, since four equal terms cancel the $\frac14$;
- $j^\dagger b$ removes the pair $(b,j)$, so $j^\dagger b\,T=t_{ij}^{ab}a^\dagger i\,\Phi$, again with four equal terms.

**Three diagrams with $V$ only.** These are present for every reference.

For four empty indices, $\frac14\langle ab\|cd\rangle a^\dagger b^\dagger dc$ acts on $T$. Removing $c,d$ leaves $\frac12t_{ij}^{cd}ji\Phi$, hence $\frac18t_{ij}^{ab*}\langle ab\|cd\rangle t_{ij}^{cd}$. For four occupied indices, $\{k^\dagger l^\dagger ji\}=ji\,k^\dagger l^\dagger$ and the same count gives $\frac18t_{ij}^{ab*}\langle kl\|ij\rangle t_{kl}^{ab}$.

For two of each, four equal placements turn $\{V\}$ into $\langle bk\|jc\rangle\,b^\dagger j\,k^\dagger c$: moving $j$ left past $c$ and $k^\dagger$ costs no sign. It replaces the pair $(c,k)$ by $(b,j)$ and gives $t_{ij}^{ab*}\langle bk\|jc\rangle t_{ik}^{ac}$.

**Two diagrams with $w$ between doubles.** A particle line changes by $a^\dagger\to w_{ba}b^\dagger$. For a hole, $[k^\dagger l,i]=-\delta_{ki}l$, so $i\to-w_{il}l$. Each double has two equivalent lines of each kind, and $2\cdot\frac14=\frac12$:

$$D_1=\tfrac12t_{ij}^{ab*}w_{bc}t_{ij}^{ac},\qquad D_2=-\tfrac12t_{ij}^{ab*}w_{kj}t_{ik}^{ab}.$$

**Four diagrams joining singles and doubles through $V$.** The part of $\{V\}$ that removes two particles and a hole and creates a particle is $\frac12\langle ka\|cd\rangle\{k^\dagger a^\dagger dc\}$, with $\frac12=2\cdot\frac14$ from the order of $k,a$. Acting on $c^\dagger d^\dagger ik\,\Phi$, which carries $t_{ki}^{cd}$, the factor $dc$ leaves $ik\Phi$. Then $k^\dagger a^\dagger ik\Phi=-a^\dagger k^\dagger ik\Phi=+a^\dagger i\Phi$.

The part that removes two holes and a particle and creates a hole is $\frac12\langle kl\|ci\rangle\{k^\dagger l^\dagger ic\}=\frac12\langle kl\|ci\rangle\,i\,k^\dagger l^\dagger c$. Acting on $c^\dagger a^\dagger lk\Phi$, it leaves $i a^\dagger\Phi=-a^\dagger i\Phi$. In both cases the four equal terms in $T$ cancel its $\frac14$. Hence

$$D_3=\tfrac12s_i^{a*}\langle ka\|cd\rangle t_{ki}^{cd},\qquad D_4=-\tfrac12s_i^{a*}\langle kl\|ci\rangle t_{kl}^{ca}.$$

Their time-reversed forms, with the single excitation created first, are $D_5=D_3^*$ and $D_6=D_4^*$, because the perturbation is Hermitian.

**One diagram joining singles through $V$.** The part $\langle aj\|ib\rangle a^\dagger i\,j^\dagger b$, found above, replaces $(b,j)$ by $(a,i)$:

$$D_7=s_i^{a*}\langle aj\|ib\rangle s_j^b .$$

**Two diagrams joining singles and doubles through $w$.** By the third fact,

$$D_8=s_i^{a*}w_{jb}t_{ij}^{ab},\qquad D_9=D_8^* .$$

**Two diagrams with $w$ only.** The line replacements used for $D_1$ and $D_2$ give

$$D_{10}=s_i^{a*}w_{ab}s_i^b,\qquad D_{11}=-s_i^{a*}w_{ji}s_j^a .$$

These are the 11 extra diagrams. Each was checked separately against operator matrices in a random complex model.

## 8. Which references need which diagrams

For a general determinant and diagonal $H_0$, all 11 can contribute. If the occupied-occupied and empty-empty blocks of $f$ are diagonalized separately and their eigenvalues are used in $H_0$, the orbitals are called semicanonical. Then $w_{ij}=w_{ab}=0$, so $D_1,D_2,D_{10},D_{11}$ vanish and seven remain. For a Hartree-Fock determinant with a different diagonal $H_0$, $s=0$ and $w_{ia}=0$; only $D_1,D_2$ remain. With the Fock $H_0$ none remains. Spatial symmetry can make further terms zero.

$D_1$ and $D_2$ have a direct meaning. Add $\lambda(\{w\}_{oo}+\{w\}_{vv})$ to $H_0$, where $oo$ and $vv$ label the two diagonal blocks. The derivative of the resolvent at $\lambda=0$ is $R\{w\}R$ with these blocks. Thus $D_1+D_2$ is the linear change of the pair part of $E_2$ as $H_0$ is moved toward the block-diagonal Fock operator.

## 9. Lithium hydride

The example is LiH at 3.0 bohr in the STO-3G basis, with all four electrons correlated. Exact diagonalization in this basis gives $-7.882504$ hartree, including the constant nuclear repulsion as all total energies here do; it is the standard for every error below. Energies are in hartree unless stated.

**Hartree-Fock with the Fock $H_0$.** Between the highest occupied and lowest empty orbital, the bubble, exchange and $-u$ elements are

$$-0.070358+0.037117+0.033242\approx0,$$

up to rounding in the last digit; their common sign depends on the orbital phases. Inserted between doubles, as in $D_1+D_2$, the three operators contribute

$$-0.002550+0.006693-0.004143=0.000000 .$$

Each is comparable with the whole remaining third-order energy, $-0.004519$. The first-order energy is $-3.592632$, so the closed diagrams indeed survive.

**Shifted levels.** Keep the Hartree-Fock determinant, but lower the occupied levels and raise the empty ones by 0.1. Then $w_{ij}=0.1\,\delta_{ij}$ and $w_{ab}=-0.1\,\delta_{ab}$, and each double denominator grows in magnitude by 0.4. $E_2$ weakens from $-0.012807$ to $-0.010071$. The two surviving diagrams add $-0.002126$, and

$$-0.010071-0.002126=-0.012197,$$

which recovers most of the loss. This is the linear correction of Section 8.

**PBE orbitals with the Kohn-Sham $H_0$.** The frontier-orbital element is now $|w_{ia}|=0.006175$; its sign depends on the orbital phases. A finer integration grid moves the PBE numbers quoted here by up to one unit in the last digit. The extra second-order term is $-0.001582$ ($-0.0430$ eV). The extra third-order terms sum to $0.030115$ ($0.8195$ eV), against $-0.017819$ from the three $V$-only diagrams. Most of the extra sum comes from the blocks between doubles:

$$D_1+D_2=0.014373+0.012601=0.026974 .$$

**The same PBE determinant with semicanonical orbitals.** Now $D_1$ and $D_2$ vanish, and the pair part of $E_2$ changes from $-0.026313$ to $-0.013445$, a change of about $0.01287$. The linear estimate $0.026974$ is about twice as large. The mismatch between Kohn-Sham and Fock levels is not a small perturbation here. Expanded in powers of it, the change of the pair energy has the terms $0.0270,\ -0.0321,\ 0.0447,\ -0.0706,\dots$, which alternate and grow. The seven remaining extra terms sum to just $0.000163$, and the extra second-order term is $-0.000901$.

Through third order the total energies lie above the exact value by 0.0029 for Hartree-Fock with the Fock $H_0$, 0.0052 with shifted levels, 0.0059 for PBE with the Kohn-Sham $H_0$, and 0.0026 for PBE with semicanonical orbitals. The last two start from the same determinant and differ only in $H_0$. The exact energy does not depend on this choice; the series does, and so does its convergence. With the Kohn-Sham $H_0$ the errors at orders two to six are $-0.0064,\ 0.0059,\ -0.0093,\ 0.017,\ -0.031$: this series diverges, and its third-order error is one point of a growing oscillation. The other three series converge to the exact value. The numbers are far from the basis-set limit. In cc-pVDZ the exact energy is $-8.0147$, the four errors become 0.0025, 0.0053, 0.0086 and 0.0021, and $D_1+D_2$ with the Kohn-Sham $H_0$ rises to 0.0366. One molecule does not establish a general ranking of the references.

## Computed results

```
diagrams, order 2 and 3: 2 14
same with self-lines and -u drawn: 5 43
random model, E3 by diagonalization: -0.00927561 model units
random model, E3 by 14 diagrams: -0.00927561 model units
LiH STO-3G, bond 3.0 bohr, 495 determinants
level shift 0.1 hartree; energies below in hartree
exact energy in this basis: -7.882504
HF HOMO-LUMO bubble, exchange, -u, sum:
  -0.070358 0.037117 0.033242 0.000000
PBE HOMO-LUMO bubble, exchange, -u, sum:
  -0.086059 0.047139 0.045094 0.006175
HF order-3 insertions on doubles: bubble, exchange, -u, sum:
  -0.002550 0.006693 -0.004143 0.000000
HF first-order energy: -3.592632
HF/Fock: E_ref, exact minus E_ref: -7.862246 -0.020258
  E2 pair, E2 extra: -0.012807 0.000000
  E3 pair, E3 extra, number extra: -0.004519 0.000000 0
  E_ref+E2+E3: -7.879572
HF/shifted: E_ref, exact minus E_ref: -7.862246 -0.020258
  E2 pair, E2 extra: -0.010071 0.000000
  E3 pair, E3 extra, number extra: -0.002827 -0.002126 2
  E_ref+E2+E3: -7.877270
PBE/Kohn-Sham: E_ref, exact minus E_ref: -7.861009 -0.021495
  E2 pair, E2 extra: -0.026313 -0.001582
  E3 pair, E3 extra, number extra: -0.017819 0.030115 11
  E_ref+E2+E3: -7.876607
PBE/semicanonical: E_ref, exact minus E_ref: -7.861009 -0.021495
  E2 pair, E2 extra: -0.013445 -0.000901
  E3 pair, E3 extra, number extra: -0.004739 0.000163 7
  E_ref+E2+E3: -7.879931
extra E3 terms: PBE/Kohn-Sham, PBE/semicanonical
  D-w_bc-D: 0.014373 0.000000
  D-w_kj-D: 0.012601 0.000000
  S-<ka||cd>-D: 0.000008 0.000011
  S-<kl||ci>-D: 0.001312 0.000169
  D-<cd||ka>-S: 0.000008 0.000011
  D-<ci||kl>-S: 0.001312 0.000169
  S-<aj||ib>-S: -0.001181 -0.000209
  S-w_jb-D: 0.000040 0.000006
  D-w_bj-S: 0.000040 0.000006
  S-w_ab-S: 0.000585 0.000000
  S-w_ji-S: 0.001019 0.000000
PBE/Kohn-Sham extra E2: -0.0430 eV
PBE/Kohn-Sham extra E3: 0.8195 eV
```
